# Polaritons and dark states of the Tavis-Cummings model with unequal couplings, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Energies and couplings are given in eV or meV and times in fs; the vacuum field is computed in SI units.

The system is one lossless cavity mode and \(N\) two-level emitters. The mode has photon energy \(E_c\) and operators \(a, a^\dagger\) with \([a,a^\dagger]=1\). Emitter \(j\) has a ground state \(|\mathrm g\rangle_j\) and an excited state \(|\mathrm e\rangle_j\), with \(\sigma_j^-=|\mathrm g\rangle_j\langle \mathrm e|_j\) and \(\sigma_j^+=(\sigma_j^-)^\dagger\). Operators of different emitters commute with each other and with \(a, a^\dagger\). The vacuum \(|\mathrm{vac}\rangle\) has no photon and all emitters in the ground state, and its energy is the zero of energy. The Tavis-Cummings Hamiltonian is
\[
H=E_c\,a^\dagger a+E_0\sum_{j=1}^N\sigma_j^+\sigma_j^-+\sum_{j=1}^N\left(g_j\,a^\dagger\sigma_j^-+g_j^*\,a\,\sigma_j^+\right).
\]
It rests on three assumptions. All emitters have the same excitation energy \(E_0\). The emitters do not interact directly. Terms of the type \(a\sigma_j^-\) and \(a^\dagger\sigma_j^+\) have been dropped (the rotating-wave approximation). The couplings \(g_j\) are arbitrary complex energies; they differ because the emitters sit at different places in the mode or point in different directions.

Three combinations occur throughout:
\[
G=\Big(\sum_{j}|g_j|^2\Big)^{1/2},\qquad \Delta=E_c-E_0,\qquad \Omega=\sqrt{\Delta^2+4G^2}.
\]
We assume \(G>0\), so that at least one emitter is coupled. The statement to be proved is that the states with one excitation consist of two polaritons at \(E_\pm=\tfrac12(E_c+E_0)\pm\tfrac12\Omega\) and exactly \(N-1\) states at \(E_0\) that contain no photon. The splitting is \(\Omega\), which equals \(2G\) only at resonance, \(\Delta=0\).

## The single-excitation sector

Define the excitation number \(N_{\rm ex}=a^\dagger a+\sum_k\sigma_k^+\sigma_k^-\). It commutes with the first two terms of \(H\), which are built from the same commuting number operators. For the coupling we need two commutators. From \([a,a^\dagger]=1\) follows \([a^\dagger a,a^\dagger]=a^\dagger\). From \((\sigma_j^-)^2=0\) and \(\sigma_j^-\sigma_j^+\sigma_j^-=\sigma_j^-\) follows \([\sigma_j^+\sigma_j^-,\sigma_j^-]=0-\sigma_j^-=-\sigma_j^-\). Only the photon term and the term \(k=j\) of \(N_{\rm ex}\) fail to commute with \(a^\dagger\sigma_j^-\), so
\[
[N_{\rm ex},a^\dagger\sigma_j^-]=[a^\dagger a,a^\dagger]\,\sigma_j^-+a^\dagger\,[\sigma_j^+\sigma_j^-,\sigma_j^-]=a^\dagger\sigma_j^--a^\dagger\sigma_j^-=0 .
\]
The adjoint of this equation gives \([N_{\rm ex},a\sigma_j^+]=0\). Hence \([H,N_{\rm ex}]=0\), and \(H\) maps each eigenspace of \(N_{\rm ex}\) into itself.

One excitation is either the photon or sits on one emitter. The sector \(N_{\rm ex}=1\) therefore has dimension \(N+1\) and the orthonormal basis
\[
|\gamma\rangle=a^\dagger|\mathrm{vac}\rangle,\qquad |e_j\rangle=\sigma_j^+|\mathrm{vac}\rangle .
\]
On \(|e_j\rangle\), the operator \(a\) gives zero, and \(\sigma_k^-|e_j\rangle=\delta_{kj}|\mathrm{vac}\rangle\). On \(|\gamma\rangle\), every \(\sigma_k^-\) gives zero, and \(a|\gamma\rangle=|\mathrm{vac}\rangle\). Applying \(H\) term by term,
\[
H|e_j\rangle=E_0|e_j\rangle+g_j|\gamma\rangle,\qquad H|\gamma\rangle=E_c|\gamma\rangle+\sum_j g_j^*|e_j\rangle. \tag{1}
\]
The matrix has \(E_c,E_0,\dots,E_0\) on the diagonal, \(g_j=\langle\gamma|H|e_j\rangle\) along the first row, \(g_j^*\) down the first column, and zeros elsewhere.

## The bright state

By (1), the photon state is coupled to one particular combination of emitter states, \(\sum_jg_j^*|e_j\rangle\), whose squared norm is \(\sum_j|g_j|^2=G^2\). The normalized bright state is
\[
|B\rangle=\frac1G\sum_j g_j^*|e_j\rangle .
\]
The second equation of (1) becomes \(H|\gamma\rangle=E_c|\gamma\rangle+G|B\rangle\). The first gives
\[
H|B\rangle=\frac1G\sum_jg_j^*\big(E_0|e_j\rangle+g_j|\gamma\rangle\big)=E_0|B\rangle+\frac{G^2}{G}|\gamma\rangle=E_0|B\rangle+G|\gamma\rangle .
\]
The common factor \(E_0\) could be taken out of the sum only because all emitters have the same energy. The plane spanned by \(|\gamma\rangle\) and \(|B\rangle\) is invariant under \(H\), and the coupling within it is the real positive number \(G\). The amplitudes of \(|B\rangle\) are \(g_j^*\), not \(g_j\); with the conjugate forgotten, the coupling would come out proportional to \(\sum_jg_j^2\), whose modulus is smaller than \(G^2\) unless all nonzero \(g_j\) share one phase up to sign. Emitter \(j\) has the weight \(p_j=|g_j|^2/G^2\) in the bright state.

## The dark states

Take any emitter state \(|D\rangle=\sum_jc_j|e_j\rangle\). Equation (1) gives
\[
H|D\rangle=E_0|D\rangle+\Big(\sum_jg_jc_j\Big)|\gamma\rangle .
\]
Since \(\langle B|=G^{-1}\sum_jg_j\langle e_j|\), the bracket equals \(G\langle B|D\rangle\). Thus \(|D\rangle\) is an eigenstate with energy \(E_0\) if and only if
\[
\sum_jg_jc_j=0, \tag{2}
\]
that is, if it is orthogonal to \(|B\rangle\). The amplitudes for emitting a photon into the mode from the separate emitters cancel. Condition (2) is one nontrivial linear equation (because \(G>0\)) on \(N\) amplitudes, so its solutions form a space of dimension \(N-1\), with projector \(P_D=\sum_j|e_j\rangle\langle e_j|-|B\rangle\langle B|\).

An explicit orthonormal basis can be written down. Label the emitters so that \(g_1\neq0\), and let \(S_k=\sum_{j\le k}|g_j|^2\), which is then positive for all \(k\). For \(k=2,\dots,N\) put
\[
|D_k\rangle=\frac{g_k\sum_{j<k}g_j^*|e_j\rangle-S_{k-1}|e_k\rangle}{\sqrt{S_{k-1}S_k}}. \tag{3}
\]
Condition (2) holds, because the numerator gives \(g_k\sum_{j<k}|g_j|^2-g_kS_{k-1}=0\). The squared norm of the numerator is \(|g_k|^2S_{k-1}+S_{k-1}^2=S_{k-1}(|g_k|^2+S_{k-1})=S_{k-1}S_k\), so the state is normalized. For orthogonality take \(l>k\). The state \(|D_k\rangle\), with amplitudes \(c_j\), lives on emitters \(1,\dots,k\), and on these emitters the amplitudes of \(|D_l\rangle\) are \(g_lg_j^*/\sqrt{S_{l-1}S_l}\), since \(j\le k<l\). Therefore
\[
\langle D_l|D_k\rangle=\frac{g_l^*}{\sqrt{S_{l-1}S_l}}\sum_{j\le k}g_jc_j=0
\]
by (2). An emitter with \(g_k=0\) gives \(|D_k\rangle=-|e_k\rangle\): an uncoupled emitter is dark by itself. The basis (3) depends on the labelling and has no physical privilege. Any unitary mixture of the \(|D_k\rangle\) is an equally good set of eigenstates, and only \(P_D\) is fixed by the Hamiltonian.

## The two polaritons

In the basis \((|\gamma\rangle,|B\rangle)\), with \(\bar E=\tfrac12(E_c+E_0)\), so that \(E_c=\bar E+\Delta/2\) and \(E_0=\bar E-\Delta/2\),
\[
H_2=\begin{pmatrix}E_c&G\\G&E_0\end{pmatrix}=\bar E\,\mathbb 1+\frac12\begin{pmatrix}\Delta&2G\\2G&-\Delta\end{pmatrix}.
\]
Because \(\Delta^2+(2G)^2=\Omega^2\), there is an angle \(\theta\) with \(\cos2\theta=\Delta/\Omega\) and \(\sin2\theta=2G/\Omega\), and \(G>0\) places it in \(0<\theta<\pi/2\). Then \(H_2=\bar E\,\mathbb 1+\tfrac12\Omega R\), where \(R\) has rows \((\cos2\theta,\sin2\theta)\) and \((\sin2\theta,-\cos2\theta)\). The angle-subtraction formulas give
\[
R\begin{pmatrix}\cos\theta\\ \sin\theta\end{pmatrix}=\begin{pmatrix}\cos2\theta\cos\theta+\sin2\theta\sin\theta\\ \sin2\theta\cos\theta-\cos2\theta\sin\theta\end{pmatrix}=\begin{pmatrix}\cos\theta\\ \sin\theta\end{pmatrix},
\]
\[
R\begin{pmatrix}-\sin\theta\\ \cos\theta\end{pmatrix}=\begin{pmatrix}\sin2\theta\cos\theta-\cos2\theta\sin\theta\\ -\sin2\theta\sin\theta-\cos2\theta\cos\theta\end{pmatrix}=-\begin{pmatrix}-\sin\theta\\ \cos\theta\end{pmatrix}.
\]
The eigenvalues of \(R\) are \(+1\) and \(-1\), and the polaritons are
\[
|+\rangle=\cos\theta\,|\gamma\rangle+\sin\theta\,|B\rangle,\qquad |-\rangle=-\sin\theta\,|\gamma\rangle+\cos\theta\,|B\rangle,
\]
\[
E_\pm=\frac{E_c+E_0}{2}\pm\frac12\sqrt{\Delta^2+4G^2}. \tag{4}
\]
The photon weight of the upper polariton is \(\cos^2\theta=\tfrac12(1+\cos2\theta)=\tfrac12(1+\Delta/\Omega)\), and that of the lower one is \(\sin^2\theta=\tfrac12(1-\Delta/\Omega)\).

Two polaritons and \(N-1\) dark states are \(N+1\) orthonormal eigenvectors, which fills the sector. It remains to check that neither polariton lies at \(E_0\). The characteristic polynomial of \(H_2\) is \(f(E)=(E-E_c)(E-E_0)-G^2\), a parabola that opens upward with \(f(E_0)=-G^2<0\). A point where such a parabola is negative lies strictly between its roots, so \(E_-<E_0<E_+\), and the multiplicity of \(E_0\) is exactly \(N-1\). If \(G=0\), the argument fails: there is no bright state, and all \(N\) emitter states stay at \(E_0\). The product of the roots is \(f(0)=E_cE_0-G^2\), so the lower polariton lies above the vacuum only for \(G^2<E_cE_0\).

## A check by the determinant

The spectrum follows also without the change of basis. In the matrix \(E-H\), the first row is \((E-E_c,-g_1,\dots,-g_N)\), and row \(j\) has \(-g_j^*\) in the first column and \(E-E_0\) on the diagonal. For \(E\neq E_0\), add \(g_j/(E-E_0)\) times row \(j\) to the first row, for every \(j\), which leaves the determinant unchanged. The entry \(-g_j\) is cancelled, and the corner entry acquires \(-|g_j|^2/(E-E_0)\). The matrix is now lower triangular, and its determinant is the product of the diagonal:
\[
\det(E-H)=(E-E_0)^N\Big[E-E_c-\frac{G^2}{E-E_0}\Big]=(E-E_0)^{N-1}\big[(E-E_c)(E-E_0)-G^2\big].
\]
The first and last expressions are polynomials in \(E\) that agree for all \(E\ne E_0\), so they agree everywhere.

Equations (3) and (4) and the projector \(P_D\) were also checked numerically, by building \(H\) from tensor products in the full space of photon and emitters, projecting on \(N_{\rm ex}=1\) and diagonalizing, for random complex couplings and several small \(N\), on and off resonance.

## Limiting cases and wrong estimates

At resonance \(\theta=\pi/4\), \(E_\pm=E_0\pm G\), and the splitting is \(2G\). Since \(\Omega^2=\Delta^2+4G^2\ge4G^2\), this is the smallest splitting as the detuning is varied at fixed couplings. For \(\Delta\gg G\), expanding the root gives \(\Omega\approx\Delta+2G^2/\Delta\), so \(E_+\approx E_c+G^2/\Delta\) and \(E_-\approx E_0-G^2/\Delta\): a slightly shifted photon and a slightly shifted bright state.

For equal couplings \(g_j=g>0\), \(G=g\sqrt N\) and \(|B\rangle\) is the symmetric state. For \(N=1\) there is no dark state and the Jaynes-Cummings doublet remains. In general \(G=\sqrt N\,g_{\rm rms}\), with \(g_{\rm rms}^2\) the mean of \(|g_j|^2\). The mean of \(|g_j|^2\) is the squared mean of \(|g_j|\) plus the variance of \(|g_j|\), so using the mean modulus in \(2g\sqrt N\) underestimates the resonant splitting \(2G\) unless all moduli are equal. Adding the moduli, \(2\sum_j|g_j|\), overestimates it whenever two or more emitters are coupled, because the states \(|e_j\rangle\) are orthogonal and their contributions add as components of a vector. Signs and phases of the \(g_j\) do not enter the spectrum, since the phase of \(g_j\) can be absorbed into \(|e_j\rangle\). Two emitters with opposite couplings do not cancel.

"Dark" refers to this mode only. For emitters much closer together than a wavelength, with real dipole vectors \(\boldsymbol\mu_j\), the transition dipole of \(|D\rangle\) to the vacuum is \(\sum_jc_j\boldsymbol\mu_j\). If the mode field is the same at all emitters, condition (2) sets to zero only the component along the polarization of the mode, and the other components can radiate into free space.

For equal emitter energies and \(G>0\), the single-excitation states have been shown to be two polaritons at \(E_\pm\) and exactly \(N-1\) dark states at \(E_0\). What remains is the time evolution at resonance, a worked numerical example, and the effects of unequal emitter energies and of the counter-rotating terms.
